\section*{Overflow-Free Surface Admittance of a Dielectric Multilayer at Finite Wavevector}

\section{One layer on a grounded plane}

Take one dielectric film of thickness $d$ and relative permittivity $\varepsilon$ on a grounded metal plane at $z=0$. Charge on its upper surface varies as $\cos(qx)$, with $q>0$. The static potential in the film is $\varphi(z)\cos(qx)$, and Laplace's equation gives $\varphi''=q^2\varphi$. The solution that vanishes on the metal is $\varphi=A\sinh(qz)$.

Count only the field that enters the film. The displacement pointing down from the surface is $\varepsilon_0\varepsilon\varphi'(d)$, and by Gauss's law this equals the sheet charge that feeds it. The charge per unit potential, which I call the surface admittance, is
\begin{equation}
Y(q)=\frac{\varepsilon_0\varepsilon\,\varphi'(d)}{\varphi(d)}
=\varepsilon_0\varepsilon q\coth(qd).
\end{equation}
It is a capacitance per area. For $qd\ll1$, $\coth(qd)\approx1/(qd)$ and $Y\to\varepsilon_0\varepsilon/d$, the parallel-plate value. For $qd\gg1$, $Y\to\varepsilon_0\varepsilon q$: the field dies out within about $1/q$ of the surface and no longer reaches the metal.

Both limits are harmless, yet a direct evaluation can fail in both. Computing $\cosh(qd)/\sinh(qd)$ overflows for large $qd$, and at $q=0$ the formula reads $0/0$. A scheme for many layers should remove both faults.

\section{The naive scheme and its failure}

Let layer $j$ have thickness $d$, normal permittivity $\varepsilon_n$ and in-plane permittivity $\varepsilon_p$, both real, positive and relative to vacuum; the index $j$ is dropped where one layer is meant. The layers are planar, local and linear, carry no volume charge, and respond statically. The coordinate $z$ runs from the far terminator towards the observed surface. Gauss's law becomes
\begin{equation}
(\varepsilon_n\varphi')'=q^2\varepsilon_p\varphi .
\label{ode}
\end{equation}
Define $G=\varepsilon_0\varepsilon_n\varphi'$, so that $Y=G/\varphi$ at any plane. Both $\varphi$ and $G$ are continuous at an uncharged interface, and so is $Y$.

Inside a layer $\varphi''=\kappa^2\varphi$ with $\kappa=q\sqrt{\varepsilon_p/\varepsilon_n}$. Set
\begin{equation}
x=\kappa d,\qquad
\eta=\varepsilon_0\varepsilon_n\kappa=\varepsilon_0q\sqrt{\varepsilon_n\varepsilon_p}.
\end{equation}
With $\varphi$ and $G$ given on the lower face, the values on the upper face, marked by primes from here on, are
\begin{align}
\varphi'&=\varphi\cosh x+\frac{G}{\eta}\sinh x,\label{tm1}\\
G'&=\eta\varphi\sinh x+G\cosh x.\label{tm2}
\end{align}
One can multiply such steps through the stack and divide at the end. If the start is at the terminator, all terms are non-negative, so cancellation is not the difficulty. The difficulty is size: in double precision $\cosh x$ overflows above $x=710.48$. A gate dielectric a few nanometres thick stays far below this, but the semiconductor under it need not. A body 1000 nm deep has $x=1256.6$ at a wavelength $\Lambda=2\pi/q$ of 5 nm, and overflows below $\Lambda=8.84$ nm. Rescaling $(\varphi,G)$ between layers does not help, because one layer suffices to overflow.

\section{Removing the exponential, then the zero}

Only the ratio is wanted. Divide \eqref{tm2} by \eqref{tm1}, and divide numerator and denominator by $\varphi\cosh x$:
\begin{equation}
Y'=\frac{\eta\tanh x+Y}{1+(Y/\eta)\tanh x}
=\eta\,\frac{Y+\eta\tanh x}{\eta+Y\tanh x}.
\label{tanh}
\end{equation}
The growing factor has cancelled and $\tanh x$ never exceeds one. The second form, however, still gives $0/0$ at $q=0$, where $\eta$ and $\tanh x$ both vanish. The cure is to combine the small factors before computing them. With $T(x)=\tanh(x)/x$ and $T(0)=1$,
\begin{align}
s&\equiv\frac{\tanh x}{\eta}
=\frac{\kappa d\,T(x)}{\varepsilon_0\varepsilon_n\kappa}
=\frac{d}{\varepsilon_0\varepsilon_n}T(x),\\
p&\equiv\eta\tanh x
=\varepsilon_0\varepsilon_n\kappa^2d\,T(x)
=\varepsilon_0\varepsilon_pq^2d\,T(x).
\end{align}
The recursion is then
\begin{equation}
\boxed{Y'=\frac{Y+p}{1+sY}},\qquad
Y'=\frac1s\ \text{ if }Y=\infty .
\label{rec}
\end{equation}
The second case is a grounded lower face. The quantity $s$ acts as an inverse series capacitance; $p$ is an admittance added by field lines that turn sideways within the layer.

The algorithm is short:
\begin{enumerate}
\item Set $Y$ to the admittance of the far terminator: $\infty$ for ground, $0$ for no flux, $\varepsilon_0\varepsilon_Lq$ for an isotropic half-space. The last value follows from the decaying solution $\varphi\propto e^{qz}$.
\item For each layer, from the terminator to the surface, compute $x$, $T$, $s$ and $p$, and apply \eqref{rec}.
\item If an interface carries a linear sheet response, add its admittance to $Y$ there, since the sheet makes $G$ jump in proportion to $\varphi$.
\end{enumerate}
For a very thick layer $s\to1/\eta$ and $p\to\eta$, so $Y'\to(Y+\eta)/(1+Y/\eta)=\eta$, as it should.

As a check against \eqref{ode} itself, take layers $(d,\varepsilon_n,\varepsilon_p)$ of (3 nm, 20, 12), (1 nm, 4, 7) and (2 nm, 9, 9), counted from the terminator. For $q=0.03$, $0.5$ and $2\ \mathrm{nm^{-1}}$, with the far side grounded, open, or loaded by $2.5\,\varepsilon_0/\mathrm{nm}$, a finite-element solution agrees with the recursion to a relative $1.7\times10^{-7}$.

\section{Why errors do not build up}

A recursion without overflow could still amplify rounding errors. To see that this one does not, use the variable $w=(Y-\eta)/(Y+\eta)$, with $\eta$ of the layer being crossed. Write $t=\tanh x$. From \eqref{tanh},
\begin{align}
Y'-\eta&=\eta\,\frac{(Y+\eta t)-(\eta+Yt)}{\eta+Yt}
=\eta\,\frac{(1-t)(Y-\eta)}{\eta+Yt},\\
Y'+\eta&=\eta\,\frac{(Y+\eta t)+(\eta+Yt)}{\eta+Yt}
=\eta\,\frac{(1+t)(Y+\eta)}{\eta+Yt}.
\end{align}
The ratio of the two lines is
\begin{equation}
w'=\frac{1-t}{1+t}\,w=e^{-2x}w ,
\label{w}
\end{equation}
because $(\cosh x-\sinh x)/(\cosh x+\sinh x)=e^{-x}/e^{x}$. Since $Y=\eta(1+w)/(1-w)$, a small change obeys $d\ln Y=2\,dw/(1-w^2)$, and hence
\begin{equation}
\frac{d\ln Y'}{d\ln Y}
=e^{-2x}\,\frac{1-w^2}{1-w^2e^{-4x}}\le e^{-2x}.
\label{contract}
\end{equation}
The fraction is at most one because $e^{-4x}\le1$; equality holds at $w=0$, that is, at $Y=\eta$. A relative error carried in from below therefore shrinks in every layer. New errors in $s$ and $p$ enter with the factors
\begin{equation}
\frac{\partial\ln Y'}{\partial\ln s}=-\frac{sY}{1+sY},\qquad
\frac{\partial\ln Y'}{\partial\ln p}=\frac{p}{Y+p},
\end{equation}
neither larger than one in magnitude. The accumulated relative error thus grows at most linearly with the number of layers. For 400 random layers, with thicknesses from 0.01 to 1000 nm, permittivities from 2 to 40 and $q=10^{-6}$, $10^{-3}$, 1 and $3\ \mathrm{nm^{-1}}$, the largest relative deviation from a 40-digit transfer-matrix result was $1.3\times10^{-16}$. Other values of $q$ in this range can give about $2\times10^{-15}$, still well within linear growth.

Equation \eqref{w} suggests a rival scheme: carry $w$ instead of $Y$. It does not overflow either, but it is poor at long waves. There $1-w=2\eta/(Y+\eta)$ tends to zero in proportion to $q$ when $Y$ stays finite, and recovering $Y$ needs this small difference of nearly equal numbers. The loss grows as $q$ falls: for the 400 layers above it is about $10^{-11}$ at $q=10^{-9}\ \mathrm{nm^{-1}}$, so it matters only for extremely long waves, and at $q=0$ the scheme gives $0/0$. Recursion \eqref{rec} contains no subtraction.

The argument uses $\varepsilon_n,\varepsilon_p>0$. If one of them is negative, as near a resonance, $Y+p$ or $1+sY$ can vanish and the bound is lost.

\section{Long waves}

At $q=0$, $p=0$ and $s=d/(\varepsilon_0\varepsilon_n)$. Inverting \eqref{rec} gives $1/Y'=1/Y+s$, and after all layers
\begin{equation}
\frac1{Y(0)}=\frac1{Y_L(0)}+\sum_j\frac{d_j}{\varepsilon_0\varepsilon_{n,j}} .
\end{equation}
This is the series capacitance $C_0$ of the stack if the far side is grounded, $Y_L=\infty$. Grounding is a real condition. With an open far side $Y$ is of order $q^2$, so $sY$ is negligible and each layer adds its $p$: $Y\approx\varepsilon_0q^2\sum_j\varepsilon_{p,j}d_j$. On a dielectric half-space the layers add only terms of order $q^2$, and $Y\approx\varepsilon_0\varepsilon_Lq$. Both vanish with $q$, because a uniform charge then has no nearby electrode on which its field lines can end.

For the grounded stack one can also say how fast $C_0$ ceases to be adequate. In this section a prime on a function of $z$ again means a derivative. Let $f(z)$ be the potential scaled to $f=1$ at the surface and $f=0$ at the ground, and define
\begin{equation}
F[f]=\varepsilon_0\int\left(\varepsilon_nf'^2+q^2\varepsilon_pf^2\right)dz .
\end{equation}
If $f$ solves \eqref{ode}, integration by parts leaves only the surface term $\varepsilon_0\varepsilon_nf'f$, so $F[f]=Y$. Add any $v$ that vanishes at both ends. The cross term, integrated by parts, is zero by \eqref{ode}, and
\begin{equation}
F[f+v]=Y+F[v]\ge Y .
\label{dir}
\end{equation}
Choose $f+v=f_0$, the profile at $q=0$. Then $F[f_0]=C_0+Mq^2$ with $M=\varepsilon_0\int\varepsilon_pf_0^2\,dz$. Conversely, dropping the non-negative $q^2$ term from $F[f]$ leaves an integral whose minimum is $C_0$. Together,
\begin{equation}
C_0\le Y(q)\le C_0+Mq^2 .
\label{bounds}
\end{equation}
Moreover, $v=f_0-f$ obeys $(\varepsilon_nv')'=-q^2\varepsilon_pf$, so $v$ is of order $q^2$ and $F[v]$ of order $q^4$. Hence $M$ is the true coefficient of $q^2$, not merely a bound. Within a layer $f_0$ is linear, running from $a$ to $b$, and the layer contributes $\varepsilon_0\varepsilon_pd\,(a^2+ab+b^2)/3$.

\section{Short waves and two-sided stacks}

Apply \eqref{w} to the layer next to the surface, loaded by the rest of the stack with $w_L$:
\begin{equation}
\frac{Y}{\eta}-1=\frac{1+w_Le^{-2x}}{1-w_Le^{-2x}}-1
=\frac{2w_Le^{-2x}}{1-w_Le^{-2x}}\approx2w_Le^{-2x}.
\label{short}
\end{equation}
The last form needs $e^{-2x}\ll1$. The surface then sees the nearest layer, with an exponentially small correction from what lies behind it.

If a sheet charge of amplitude $\sigma_q$ lies between two stacks, each takes the flux $Y\varphi$ computed towards its own far side, and Gauss's law gives
\begin{equation}
\sigma_q=(Y_{\rm above}+Y_{\rm below})\,\varphi_q .
\label{two}
\end{equation}
A case with a known answer confirms the factors. Put a point charge $Q$ at distance $d$ from a grounded plane in a uniform medium. Then $Y_{\rm tot}=\varepsilon_0\varepsilon q[\coth(qd)+1]=2\varepsilon_0\varepsilon q/(1-e^{-2qd})$. A point charge has the same amplitude $Q$ at every in-plane wavevector, and the angular integral of its Fourier sum gives a Bessel function:
\begin{align}
\varphi(r)&=\frac{Q}{2\pi}\int_0^\infty\frac{q\,J_0(qr)}{Y_{\rm tot}(q)}\,dq
=\frac{Q}{4\pi\varepsilon_0\varepsilon}\int_0^\infty(1-e^{-2qd})J_0(qr)\,dq\nonumber\\
&=\frac{Q}{4\pi\varepsilon_0\varepsilon}
\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).
\end{align}
The last step uses $\int_0^\infty e^{-aq}J_0(qr)\,dq=1/\sqrt{r^2+a^2}$. The second term is the image charge at distance $2d$.

\section{A gate stack}

Consider a grounded metal gate, 4 nm of gadolinium oxide with permittivity 14, a 0.8 nm interlayer with 3.9, and a depleted semiconductor body of 1000 nm with 11.7, whose neutral edge is treated as ground. All layers are isotropic. Fixed charge at the interlayer/body interface has a ripple of amplitude $10^{11}$ elementary charges per $\mathrm{cm^2}$, or $0.01602\ \mathrm{\mu C/cm^2}$. A random set of discrete charges also has such Fourier components, and their $\Lambda$ may be shorter than the mean charge spacing. For mean density $N$ on an area $A$ the root-mean-square amplitude of one component is $2\sqrt{N/A}$, which is only about $6\times10^{9}\ \mathrm{cm^{-2}}$ for $N=10^{11}\ \mathrm{cm^{-2}}$ on a square micrometre. The potential ripple of one component scales in proportion to its amplitude. The actual fluctuation from random charges sums the variances of all components and is far larger than that of one: for this stack and this $N$ it is about 10 mV root-mean-square at 2 nm depth in the body and 6 mV at 5 nm.

In units of $\varepsilon_0/\mathrm{nm}=0.8854\ \mathrm{\mu F/cm^2}$, the gate side has
\begin{equation}
C_0=\frac1{4/14+0.8/3.9}=2.037,
\end{equation}
or $1.804\ \mathrm{\mu F/cm^2}$. The equivalent thickness, referred to permittivity 3.9, is $3.9/2.037=1.91$ nm. At $q=0$ the potential at the oxide/interlayer boundary is $2.037\times4/14=0.582$ of the surface value, so
\begin{equation}
\frac{M}{\varepsilon_0\,\mathrm{nm}}
=\frac{56\times0.582^2}{3}+\frac{3.12\,(0.582^2+0.582+1)}{3}=8.32 .
\end{equation}
The quadratic law predicts a 10\% rise above $C_0$ at $q=\sqrt{0.1\times2.037/8.32}=0.156\ \mathrm{nm^{-1}}$. The recursion gives $0.162\ \mathrm{nm^{-1}}$, or $\Lambda=39$ nm. The estimate comes out low, as \eqref{bounds} requires: the quadratic law lies above $Y$ and reaches the mark first.

Now take $\Lambda=10$ nm, $q=0.6283\ \mathrm{nm^{-1}}$. The oxide has $x=2.513$ and $s=0.1122$, and its far face is grounded, so $Y=1/s=8.913$. The interlayer has $x=0.5027$, $s=0.18944$ and $p=1.1375$:
\begin{equation}
Y=\frac{8.913+1.1375}{1+0.18944\times8.913}=3.738,
\end{equation}
or $3.31\ \mathrm{\mu F/cm^2}$. The interlayer alone would give $\eta=3.9\times0.6283=2.45$. The short-wave limit is thus not yet reached, since $e^{-2x}=0.37$ there: the oxide behind the interlayer still counts.

The body adds $6.51\ \mathrm{\mu F/cm^2}$, and \eqref{two} gives a potential ripple of $0.01602/(3.31+6.51)$ V, or 1.63 mV. The $q=0$ capacitances would give 8.83 mV, too large by a factor of 5.4. Most of the difference comes from the body, whose admittance rises from $0.010\ \mathrm{\mu F/cm^2}$ at $q=0$ and slightly exceeds the gate's at $\Lambda=30$ nm. An equivalent thickness defined as $3.9\,\varepsilon_0/Y_{\rm gate}$ falls from 1.91 to 1.04 nm between $q=0$ and $\Lambda=10$ nm, although no layer has become thinner. It describes the response at that wavelength and is not a thickness to use in a uniform-field formula. Other wavelengths are in the numerical output below.

\section{Where real stacks depart from the model}

The inputs are rough. Oxide permittivity depends on phase and growth; an equivalent thickness of 1.9 nm is large beside the roughly 1 nm of strongly scaled logic stacks. The body depth corresponds to a doping near $9\times10^{14}\ \mathrm{cm^{-3}}$ at 0.7 V band bending, well below the $10^{17}\ \mathrm{cm^{-3}}$ or more of scaled planar bulk transistors. In equilibrium silicon this bending already draws about $10^{11}$ electrons per $\mathrm{cm^2}$ to the surface, so a nearly empty channel needs a slightly smaller bending or contacts that drain the carriers. A working transistor also breaks the assumption of a nearly empty channel. Mobile carriers of sheet density $n$ that follow Boltzmann statistics and lie in a very thin sheet add $e^2n/(k_BT)$ to $Y$ for potentials small against $k_BT/e$. At 300 K and $n=10^{10}\ \mathrm{cm^{-2}}$ this raises the total by about 3\% at $q=0$. At $\Lambda=10$ nm the thin-sheet formula fails: in the weak surface field the carriers lie about 20 nm deep on average, while the ripple reaches only about $1/q=1.6$ nm into the body, and the total rises by less than 0.1\%. At $2.9\times10^{11}\ \mathrm{cm^{-2}}$ the thin-sheet term equals the whole $q=0$ admittance and would halve the ripple; the carriers are in fact spread over a depth of order 10 nm, and a self-consistent treatment of this spread weakens the effect to a reduction of roughly 35\%. In a channel that is switched on, carriers dominate long-wave screening.

Changes at the far side of a stack matter less at short waves, as \eqref{contract} explains. A gate with a screening length of 0.05 nm, in a Thomas--Fermi picture, lowers the gate-side $Y$ by 9\% at $q=0$ but by 0.2\% at $\Lambda=10$ nm, where the oxide factor $e^{-2x}=0.0066$ hides the gate. The imperfect neutral edge changes the total by less than 0.1\%. Raising only the oxide's in-plane permittivity by 10\% behaves differently. The oxide lies on ground, so its upper face has $Y=1/s$, and the in-plane permittivity enters only through $T$. It has no effect at $q=0$, where $T=1$, and raises the gate-side $Y$ by 1.2\% at 10 nm.

Two limits are more serious. For charge moving too fast for the oxide's ions to follow, a rough permittivity of 4 replaces 14. With the interlayer kept at 3.9, the gate-side $Y$ drops by 59\% at $q=0$ and 34\% at 10 nm. If the interlayer's ions cannot follow either, and a rough 2.1 replaces its 3.9, the drops are 64\% and 55\%. The static result must not be used there. At short wavelengths the local continuum itself becomes doubtful. The position of a charged sheet is uncertain by a fraction of an atomic length, and at short waves the resulting error grows with $q$. Suppose the charge sits 0.15 nm inside the body, so that a layer of this thickness with permittivity 11.7 joins the gate side. The total $Y$ at the charge then rises by 4\% at $\Lambda=10$ nm and by 11\% at 5 nm. If the charge sits 0.15 nm inside the interlayer instead, the total falls by 10\% and 21\%. Errors of up to this size should be expected. Nor does the error vanish for long waves: at $q=0$ the second displacement raises the total by 8\%.

In the nearly empty channel the depletion charge gives a field of only 0.04 MV/cm in the interlayer. A channel that is switched on is the harder case. With 1 V across the gate stack, which takes about $1.1\times10^{13}$ charges per $\mathrm{cm^2}$, the fields are 5.2 MV/cm in the interlayer and 1.5 MV/cm in the oxide, about one half and one third of rough breakdown values of 10 and 4 MV/cm. A semiclassical estimate with barriers of 3 and 2 eV and tunnelling masses of 0.5 and 0.3 electron masses gives a carrier escape time of order 10 s, for carriers at the band edge and an assumed attempt rate of $10^{14}\ \mathrm{s^{-1}}$. The time is inversely proportional to that rate, and carriers 0.2 eV above the band edge escape about ten times sooner. This is only a rough guide: changing both barriers by 0.3 eV, or both masses by 0.1, moves it by a factor of about 30 to 300. It also covers direct tunnelling only; defects in a real oxide can let carriers escape sooner. Leakage does not disturb the static response over times much shorter than the actual escape time.

\section*{Table of computed values}
\begin{verbatim}
INPUT, rough values for a gadolinium-oxide gate stack
oxide: 4.0 nm, permittivity 14.0
interlayer: 0.8 nm, permittivity 3.9
depleted body: 1000 nm, permittivity 11.7
charge ripple: 1.0e+11 e/cm2 = 0.01602 uC/cm2
admittance unit eps0/nm = 0.88542 uF/cm2
LONG WAVES
series capacitance C0 = 2.03731 eps0/nm = 1.8039 uF/cm2
equivalent thickness = 1.9143 nm
q^2 coefficient M = 8.3225 eps0 nm
gate side 10% above C0 at q = 0.1622 1/nm, wavelength 38.74 nm
same from C0 + M q^2: q = 0.1565 1/nm
RECURSION AT WAVELENGTH 10 nm, q = 0.62832 1/nm
oxide: x = 2.51327, tanh x = 0.98696, exp(-2x) = 0.00656
  s = 0.11220 nm/eps0, p = 8.68178 eps0/nm, Y = 8.91266 eps0/nm
interlayer: x = 0.50265, tanh x = 0.46420, exp(-2x) = 0.36593
  s = 0.18944 nm/eps0, p = 1.13750 eps0/nm, Y = 3.73837 eps0/nm
TABLE: wavelength nm | gate Y, body Y uF/cm2 | equiv. nm | ripple mV
   inf | 1.8039, 0.0104 | 1.9143 | 8.8311
  1000 | 1.8042, 0.0651 | 1.9140 | 8.5712
   100 | 1.8326, 0.6509 | 1.8842 | 6.4512
    30 | 2.0916, 2.1697 | 1.6509 | 3.7598
    10 | 3.3100, 6.5090 | 1.0432 | 1.6317
     5 | 5.0487, 13.0180 | 0.6840 | 0.8868
q=0 ripple / 10 nm ripple = 5.412
cosh overflows above x = 710.48: in the body below wavelength 8.84 nm
body x at wavelength 5 nm = 1256.6
NEGLECTED EFFECTS (rough inputs); pairs are q=0, wavelength 10 nm
gate screening length 0.05 nm: gate Y -9.245%, -0.208%
oxide permittivity 4.0 (ions frozen): gate Y -59.271%, -33.523%
oxide in-plane permittivity +10%: gate Y +0.000%, +1.153%
doping for this depletion at 0.7 V: 9.052e+14 /cm3, Debye length 135.9 nm
neutral edge with that length: total Y -0.068%, +0.000%
mobile sheet 1e+10 /cm2 at 300 K: total Y +3.416%, +0.631%
mobile density matching total Y at q=0: 2.927e+11 /cm2
  thermal band density (mass 0.19, 2 valleys): 4.104e+12 /cm2
  degeneracy ratio there 0.0713, at 1e+10 /cm2 0.00244
nonlocality (q*0.3 nm)^2: wavelength 10 nm 0.0355, 5 nm 0.1421
interlayer field from depletion charge = 0.0420 MV/cm
fields at 1.0 V across stack: interlayer 5.224, oxide 1.455 MV/cm
  fraction of rough breakdown (10, 4 MV/cm): 0.522, 0.364
tunnel barriers 3.0, 2.0 eV; masses 0.5, 0.3; attempts 1e+14 /s
  at 1.0 V: transmission 5.52e-16, escape time 1.81e+01 s
TEST DEVIATIONS
finite elements 1.7e-07, two-sided 4.4e-06
400 layers 1.3e-16, image charge 2.2e-16
\end{verbatim}
